The square-root branch in Green's functions of infinite and half-infinite chains

**Problem**

An electron moves on a chain of orthonormal site states |n⟩. All site energies are zero, and neighbouring sites are coupled by a hopping t > 0:

H = t Σ ( |n⟩⟨n+1| + |n+1⟩⟨n| ).

The Green's function at complex energy z is the operator G(z) = (z − H)⁻¹. Two of its diagonal elements are wanted:

(a) G₀₀(z) = ⟨0|G(z)|0⟩ for the infinite chain, where n runs over all integers;

(b) g(z) = ⟨1|G(z)|1⟩ for the half-infinite chain, where n = 1, 2, 3, … and site 1 is the end.

Evaluate both for t = 0.05 hartree (1.361 eV) at E = −0.125 hartree. Evaluate them also at E = −0.06 hartree, approached from the upper half of the complex plane, and find the local densities of states.

The sign of t does not matter here. Replacing |n⟩ by (−1)ⁿ|n⟩ turns t into −t and leaves every diagonal element unchanged.

**A tempting solution**

Cut the first site off the half-infinite chain. What remains is again a half-infinite chain, so the end-site function obeys

g = 1/(z − t²g).

Multiplying out gives t²g² − zg + 1 = 0, and the quadratic formula gives

g = [z − √(z² − 4t²)]/(2t²),

with the minus sign chosen so that g stays small at large z. A site of the infinite chain touches two such half-chains, so

G₀₀ = 1/(z − 2t²g) = 1/√(z² − 4t²).

Now put in E = −0.125 hartree. Here

E² − 4t² = 0.015625 − 0.01 = 0.005625 hartree²,

whose square root is 0.075 hartree. With 2t² = 0.005 hartree²,

g = (−0.125 − 0.075)/0.005 = −40 hartree⁻¹,

G₀₀ = 1/0.075 = +13.33 hartree⁻¹.

The two values even agree with each other: −0.125 − 0.005 × (−40) = 0.075.

**Where it fails**

The value of G₀₀ has an impossible sign. The energies of the infinite chain lie between −2t = −0.1 and 2t = 0.1 hartree, as shown below. At E = −0.125 hartree the difference E − (energy of a state) is therefore negative for every state. G₀₀ is an average of the reciprocals of these differences, so it must be negative.

The recursion and the quadratic are sound. The fault lies in the symbol √(z² − 4t²). A nonzero complex number has two square roots, and z² − 4t² does not remember the sign of z. Choosing the positive root of 0.005625 is a new decision, independent of the minus sign written in front of it. That minus sign makes g small at large positive z. At large negative z, with the positive root, z and −√(z² − 4t²) add instead of cancelling, and g grows.

At z = −1 hartree the product zg should be close to 1, for a reason given next. The root used above gives 399.

The agreement between the two wrong values proves nothing about the sign. If s is either square root of z² − 4t² and g = (z − s)/(2t²), then z − 2t²g = s identically. The relation between g and G₀₀ holds equally well for both choices.

**The condition that fixes the sign**

H is t times the sum of two shifts, one to the right and one to the left. Neither shift lengthens a vector, so the norm of H is at most 2t. H is also Hermitian, so its spectrum lies in the real interval [−2t, 2t]. This holds for both chains. Away from that interval G(z) exists and is continuous in z. For |z| > 2t it has the convergent expansion

(z − H)⁻¹ = 1/z + H/z² + H²/z³ + …

The first term gives 1/z in each diagonal element. The second gives nothing, because H has no diagonal elements. The third contains ⟨n|H²|n⟩, which is t² for each neighbour of the site. Hence, at large |z|,

z G₀₀ ≈ 1 + 2t²/z²,  z g ≈ 1 + t²/z².

At z = −1 hartree these give 1.0050 and 1.0025, as the correct functions below do to these digits.

**Right solution: the infinite chain**

The Bloch state |k⟩ = Σ e^{ikn}|n⟩ satisfies

H|k⟩ = t(e^{ik} + e^{−ik})|k⟩ = 2t cos k |k⟩.

These states are complete in the sense ∫ dk/(2π) |k⟩⟨k| = 1 over −π < k < π, and ⟨0|k⟩ = 1. Therefore

G₀₀(z) = ∫ dk/(2π) 1/(z − 2t cos k).

Set w = e^{ik}. As k covers one period, w runs once anticlockwise around the unit circle. Since dw = iw dk, we have dk = dw/(iw), and 2 cos k = w + 1/w. Then

G₀₀ = (1/2πi) ∮ dw / { w [z − t(w + 1/w)] }
 = (1/2πi) ∮ dw / (zw − tw² − t).

The poles are the zeros of D(w) = zw − tw² − t, that is, the roots of

w² − (z/t)w + 1 = 0.

Their product is 1. Neither has modulus 1, because w = e^{ik} would require z = 2t cos k, and z lies off the band. So one root, called q, lies inside the unit circle, and the other, 1/q, lies outside. Their sum gives

z = t(q + 1/q).

The residue at the simple pole q is 1/D′(q), where

D′(q) = z − 2tq = t(q + 1/q) − 2tq = t(1/q − q).

Call this quantity s. Its square is

s² = t²(1/q − q)² = t²(1/q + q)² − 4t² = z² − 4t².

Thus s is one of the two square roots, and the contour has decided which:

G₀₀(z) = 1/s(z),  s = z − 2tq,  |q| < 1.

Because |q| < 1, the ratio s/z = 1 − 2tq/z tends to 1 at large |z|, in every direction. This is the required 1/z decay of G₀₀.

The same choice holds at finite z. As z moves without touching the band, neither pole can cross the unit circle, so q and s change continuously. Also s cannot vanish, since s² = 0 only at z = ±2t. A continuous square root that never vanishes cannot switch to its negative on the way. The plane without the interval [−2t, 2t] is connected, so the sign set at large |z| is the sign everywhere in it.

**An explicit formula for the root**

Let √ now denote the principal root, which has a non-negative real part and jumps in sign across the negative real axis. Then

s(z) = √(z − 2t) √(z + 2t).

The square is right. Across the real axis below −2t both factors change sign, so the product is continuous. Between −2t and 2t only the first factor changes sign, so the product jumps there, on the band. Above 2t nothing jumps. At large positive z the product is positive, as s must be. Two continuous roots of the same non-vanishing function that agree at one point of a connected region agree throughout it, so this is the s defined above.

It remains to see where the single root √(z² − 4t²) goes wrong. Write q = r e^{iφ} with 0 < r < 1. Taking real parts of z = t(1/q + q) and s = t(1/q − q) gives

Re z = t(1/r + r) cos φ,  Re s = t(1/r − r) cos φ.

Both brackets are positive, so Re s has the sign of Re z. The principal root of z² − 4t² never has a negative real part. It therefore equals s when Re z > 0 and −s when Re z < 0.

On the imaginary axis z² − 4t² is negative, and the principal root is taken as +i√|z² − 4t²|. The imaginary parts are

Im z = −t(1/r − r) sin φ,  Im s = −t(1/r + r) sin φ,

again of equal sign. So the principal root is right on the upper half of that axis and wrong on the lower half.

For example, at z = −0.06 + 0.02i hartree, direct integration over k gives G₀₀ = −1.988 − 11.607i hartree⁻¹, and 1/s gives the same. The principal root of the product gives +1.988 + 11.607i.

**Right solution: the end site**

To derive the recursion, solve (z − H)x = |1⟩ for the amplitudes xₙ. By definition g = x₁. The first two components of the equation are

z x₁ − t x₂ = 1,
z x₂ − t x₁ − t x₃ = 0.

Move t x₁ in the second equation to the right-hand side. Sites 2, 3, 4, … then form a half-infinite chain identical to the original one, with a source t x₁ at its end. Its end amplitude is the source times g:

x₂ = t g x₁.

Inserting this in the first equation gives x₁(z − t²g) = 1, which is g = 1/(z − t²g), or t²g² − zg + 1 = 0. The two roots are

(z − s)/(2t²) and (z + s)/(2t²),

where s is now the function fixed above. At large |z|, s ≈ z, so the second root grows as z/t² and is excluded. For the first, use (z − s)(z + s) = z² − s² = 4t²:

(z − s)/(2t²) = 2/(z + s) ≈ 1/z.

The roots differ by s/t², which is not zero off the band. Since g is continuous there, it cannot pass from one root to the other. Hence

g(z) = [z − s(z)]/(2t²) = q/t.

The last form follows from s = z − 2tq. It gives the choice a direct meaning. Since tg = q, the relation above reads x₂ = q x₁. The same argument applied from site 3 onwards gives x₃ = q x₂, and so on. The response to a source at the end shrinks by the factor |q| < 1 per site. The rejected root replaces q by 1/q, and its amplitudes grow without limit along the chain.

For the infinite chain with a source at site 0, each neighbour is the end of a half-chain driven by t x₀, so x₁ = x₋₁ = t g x₀. Then

z x₀ − t x₁ − t x₋₁ = (z − 2t²g) x₀ = 1,

and z − 2t²g = s returns G₀₀ = 1/s.

**Below the band**

At E = −0.125 hartree, Re z is negative, so s = −0.075 hartree. The corrected values are

G₀₀ = 1/(−0.075) = −13.33 hartree⁻¹,

g = (−0.125 + 0.075)/0.005 = −10 hartree⁻¹.

The decay factor is q = tg = 0.05 × (−10) = −0.5: the amplitude halves from site to site and alternates in sign. The rejected value g = −40 hartree⁻¹ corresponds to a factor −2, a doubling at each site. Integration over k and the direct solution of a 2001-site chain confirm −13.33 and −10.

**Inside the band**

On the band itself the functions depend on the side from which it is approached. Take z = E + iη with η → 0 from above, written E + i0. For |E| < 2t, z − 2t approaches a negative number from above, so its principal root tends to i√(2t − E). The other factor tends to √(2t + E). Thus

s(E + i0) = i√(4t² − E²),  |E| < 2t.

For E < −2t both factors are imaginary, and i × i = −1 gives s = −√(E² − 4t²), the sign used above. For E > 2t both are real and s = +√(E² − 4t²).

At E = −0.06 hartree,

4t² − E² = 0.01 − 0.0036 = 0.0064 hartree²,  s = 0.08i hartree,

G₀₀ = 1/(0.08i) = −12.5i hartree⁻¹,

g = (−0.06 − 0.08i)/0.005 = −12 − 16i hartree⁻¹.

With η = 10⁻⁴ hartree, integration over k gives −0.012 − 12.500i, and a 20001-site chain gives −11.985 − 15.980i hartree⁻¹. With η ten times larger, the distances from the limiting values are about ten times larger. Approaching from below would give the complex conjugates.

The local density of states is ρ(E) = −Im G(E + i0)/π, where G is the diagonal element of the site in question. Within the band,

ρ_bulk(E) = 1/[π√(4t² − E²)],

ρ_end(E) = √(4t² − E²)/(2πt²),

and both vanish outside it. The name "semicircular" belongs to the second. If y = −2t² Im g, then y² + E² = 4t² with y ≥ 0, a semicircle of radius 2t. It describes the imaginary part alone; inside the band the real part of g is the straight line E/(2t²).

Both densities integrate to 1. With E = 2t sin θ, ρ_bulk dE becomes dθ/π and ρ_end dE becomes (2/π) cos²θ dθ, and θ runs from −π/2 to π/2.

At E = −0.06 hartree the densities are 12.5/π = 3.98 and 16/π = 5.09 hartree⁻¹, or 0.146 and 0.187 eV⁻¹. Other energies show the contrast:

- at E = −0.099 hartree, 22.56 in the bulk and 0.90 hartree⁻¹ at the end;
- at E = 0, 3.18 in the bulk and 6.37 hartree⁻¹ at the end.

The bulk density diverges at the band edges, while the end density goes to zero there. With E = 2t cos k their ratio is

ρ_end/ρ_bulk = (4t² − E²)/(2t²) = 2 sin²k.

This is the effect of the standing waves. A state of the half-infinite chain must vanish at the missing site 0, so it has the form sin(kn). Its squared amplitude on site 1 is sin²k, against 1/2 when averaged over many sites. A single site n has 2 sin²(kn) times the bulk density, and this keeps oscillating with n however deep the site lies; only the average over sites equals the bulk density. Near the band edges sin k is small, and the end site is almost empty of such states.

The end site therefore carries more of its weight near the middle of the band. Between −0.06 and 0.06 hartree the limits are sin θ = ±0.6, where cos θ = 0.8, and the weights are

bulk: (2/π) arcsin 0.6 = 0.410,

end: (2/π)(arcsin 0.6 + 0.6 × 0.8) = 0.715.

The eigenvectors of a 1001-site chain give 0.409 on the middle site and 0.716 on the end site. A finite chain has separate levels, so small differences from the continuous densities are expected.

**What the decay counts**

In the large-z expansion, ⟨n|Hᵐ|n⟩ is tᵐ times the number of m-step walks that start and finish on site n. An odd number of steps cannot return. With u = t²/z² and |z| > 2t, the root that tends to z is s = z√(1 − 4u), with the principal root. Expanding,

√(1 − 4u) = 1 − 2u − 2u² − 4u³ − 10u⁴ − 28u⁵ − …

and therefore

G₀₀ = (1/z)(1 + 2u + 6u² + 20u³ + 70u⁴ + …),

g = [1 − √(1 − 4u)]/(2uz) = (1/z)(1 + u + 2u² + 5u³ + 14u⁴ + …).

Counting walks by powers of the hopping matrix gives the same coefficients. The leading 1 is the walk of no steps, and it is what the condition zG → 1 expresses. The rejected root for g starts with z/t², a term that corresponds to no walk.

**Where the closed forms stop**

At z = ±2t the root s vanishes and G₀₀ diverges, while g stays finite at ±1/t. If the site energies εₙ differ from site to site, as in a disordered chain, removing a site leaves a different chain. The same derivation then gives

g₁ = 1/(z − ε₁ − t²g₂),

where g₂ is the end-site function of the chain beginning at site 2. In general g₂ ≠ g₁, so one step of the recursion no longer closes on itself. If the site energies repeat with some period, the original chain returns after that many steps and the equation for g₁ is again quadratic. For alternating ε₁, ε₂, inserting g₂ = 1/(z − ε₂ − t²g₁) gives such an equation. In a disordered chain the pattern never repeats, and the recursion continues as an unending continued fraction. The 1/z decay of each diagonal element survives for bounded site energies, because the expansion of (z − H)⁻¹ still converges at large |z|.

Table of computed values

```
hopping t = 0.050 hartree = 1.3606 eV
band edges = -0.100 and 0.100 hartree
Inside the band, functions in 1/hartree:
  E = -0.060 hartree, s = 0.0000 +0.0800 i hartree
  G(E+i0) = 0.0000 -12.5000 i
  g(E+i0) = -12.0000 -16.0000 i
  eta = 1e-03 hartree: G by k quadrature = -0.1171 -12.4974 i
    g by 20001-site chain = -11.8500 -15.8020 i
  eta = 1e-04 hartree: G by k quadrature = -0.0117 -12.5000 i
    g by 20001-site chain = -11.9850 -15.9800 i
Below the band, functions in 1/hartree:
  E = -0.125 hartree, s = -0.0750 hartree
  G formula = -13.3333
  G by k quadrature = -13.3333
  G with wrong sign of s = 13.3333
  g formula = -10.0000
  g by 2001-site chain = -10.0000
  g rejected root = -40.0000
  pole inside circle q = -0.5000
  pole outside circle = -2.0000
Complex energy with negative real part, G in 1/hartree:
  z = -0.0600 +0.0200 i hartree
  G by k quadrature = -1.9882 -11.6070 i
  G from 1/s = -1.9882 -11.6070 i
  G from principal root of product = 1.9882 +11.6070 i
Decay test at z = -1.0 hartree (dimensionless):
  z G = 1.00504
  z g = 1.00251
  z times rejected root = 398.997
Density of states, bulk and end, in 1/hartree:
  E = -0.099 hartree: 22.5644 and 0.8981
  E = -0.060 hartree: 3.9789 and 5.0930
  E = 0.000 hartree: 3.1831 and 6.3662
  at E = -0.060 hartree, in 1/eV: 0.1462 and 0.1872
Weight between -0.06 and 0.06 hartree:
  bulk: formula 0.4097, 1001-site chain 0.4092
  end: formula 0.7152, 1001-site chain 0.7159
Closed walks of 0,2,4,6,8 steps, bulk: [1, 2, 6, 20, 70]
Closed walks of 0,2,4,6,8 steps, end: [1, 1, 2, 5, 14]
```
